# Minimum Terrace Width in Attachment-Limited Electromigration Step Bunches

## 1. What scaling fixes, and what it leaves open

A vicinal surface carries parallel steps. An electric current pushes adatoms across the terraces, the steps gather into bunches, and their mutual repulsion limits how close they come. We want the smallest terrace width $l_{\min}$ in a stationary bunch of $N$ steps.

Number the terraces by $n$ and let $l(n)$ be their widths. Sections 3 and 4 show that a stationary surface obeys

$$f\,l-B\,\frac{d^2}{dn^2}\,l^{-3}=j .$$

Here $f$ is the force on an adatom divided by $kT$ (an inverse length), $B$ measures the step repulsion (a volume), and $j$ is a dimensionless constant proportional to the adatom flux. Inside a dense bunch $l$ is small and the first term can be dropped. Put $n=Ns$, so that $s$ runs from 0 to 1 across the bunch. Then $B$, $N$ and $j$ enter only as $B/(jN^2)$, which is a volume. The one length that can be formed from it gives

$$l_{\min}=\text{number}\times\left(\frac{B}{jN^2}\right)^{1/3}.$$

This is $N^{-2/3}$ if $j$ does not depend on $N$, a point that scaling cannot decide. If $j$ were set by the wide terrace between bunches, whose width grows as $N$, the result would be $N^{-1}$. The derivation must therefore find $j$ as well as the number.

## 2. Flux across one terrace

Let the surface descend towards $+x$. Step $n$ is at $x_n$, and terrace $n$, of width $l_n=x_{n+1}-x_n$, lies between steps $n$ and $n+1$. A force $F>0$ points down the steps, and $f=F/kT$. There is no deposition or sublimation, and adatoms relax quickly compared with step motion, so the flux $J$ is constant along a terrace:

$$J=D\left(fc-\frac{dc}{dx}\right).$$

Here $c$ is the adatom density and $D$ the diffusion coefficient. With $x$ measured from step $n$, the solution satisfies

$$c(l)-\frac{J}{Df}=\left[c(0)-\frac{J}{Df}\right]e^{fl}.$$

Exchange with both steps has the same rate coefficient $K$:

$$J=K\,[c_n-c(0)],\qquad J=K\,[c(l)-c_{n+1}],\qquad c_n=c_0e^{\mu_n/kT}.$$

The chemical potential $\mu_n$ of step $n$ is measured from that of an isolated step. Insert $c(0)=c_n-J/K$ and $c(l)=c_{n+1}+J/K$ and collect the terms in $J$:

$$J=\frac{c_ne^{fl}-c_{n+1}}{(e^{fl}-1)/(Df)+(e^{fl}+1)/K}.$$

Now let $fl\ll1$ and $|\mu_n|\ll kT$. To first order the numerator is $c_0[fl+(\mu_n-\mu_{n+1})/kT]$. The denominator tends to $l/D+2/K=(l+2d)/D$, where $d=D/K$ is the attachment length. Hence

$$J_n=\frac{Dc_0}{l_n+2d}\left[fl_n-\frac{\mu_{n+1}-\mu_n}{kT}\right].\tag{1}$$

Attachment-limited kinetics means $l_n\ll2d$. Since $D/2d=K/2$,

$$J_n=\frac{Kc_0}{2}\left[fl_n-\frac{\mu_{n+1}-\mu_n}{kT}\right].\tag{2}$$

The drift contribution is proportional to terrace width. The resistance sits at the two edges, while the driving potential difference $Fl_n$ accumulates along the terrace.

## 3. Repulsion and the continuum flux law

Let neighbouring steps repel with energy $A/l^2$ per unit step length, so that $U=\sum_nA/l_n^2$. Let $\Omega$ be the area per atom in one step layer. Moving step $n$ forward by $\delta x$ adds $\delta x/\Omega$ atoms per unit length, so $\mu_n=\Omega\,\partial U/\partial x_n$. The position $x_n$ enters $l_n$ with a minus sign and $l_{n-1}$ with a plus sign:

$$\frac{\mu_n}{kT}=B\,(u_n-u_{n-1}),\qquad u_n=l_n^{-3},\qquad B=\frac{2A\Omega}{kT}.\tag{3}$$

The difference needed in (2) is therefore

$$\frac{\mu_{n+1}-\mu_n}{kT}=B\,(u_{n+1}-2u_n+u_{n-1})\equiv B\,\Delta^2u_n .$$

For widths that vary slowly from terrace to terrace, introduce the step density $m(x)=1/l$. Since $dn=m\,dx$, a derivative in $n$ is $(1/m)\,d/dx$. Then

$$\frac{\mu}{kT}=\frac{B}{m}\frac{d(m^3)}{dx}=3Bm\frac{dm}{dx}=\frac{3B}{2}\frac{d(m^2)}{dx}.$$

One further derivative in $n$ gives the continuum flux law:

$$J=\frac{Kc_0}{2}\,\frac1m\left[f-\frac{3B}{2}\frac{d^2(m^2)}{dx^2}\right].\tag{4}$$

In the variable $n$ the same law reads $J=(Kc_0/2)\,[fl-B\,d^2u/dn^2]$.

**Which current direction bunches the steps.** Atoms arriving at step $n$ from above and not leaving below advance it:

$$\frac{dx_n}{dt}=\Omega(J_{n-1}-J_n),\qquad \frac{dl_n}{dt}=-\Omega\,\Delta^2J_n .$$

Perturb the uniform train by $\delta l_n\propto e^{iqn}$. Then $\Delta^2\to-\kappa$ with $\kappa=2(1-\cos q)$, and $\delta u=-3l_{av}^{-4}\,\delta l$, where $l_{av}$ is the mean spacing. Thus $\delta J=(Kc_0/2)(f-3B\kappa/l_{av}^4)\,\delta l$, and the growth rate is

$$\sigma=\frac{\Omega Kc_0}{2}\,\kappa\left(f-\frac{3B\kappa}{l_{av}^4}\right).\tag{5}$$

A step-down force, $f>0$, amplifies long waves: wide terraces carry more flux and widen further. A step-up force makes every nonuniform mode decay.

## 4. The flux constant

In a stationary state all $J_n$ are equal. Write $J=(Kc_0/2)\,j$, so that

$$fl_n-B\,\Delta^2u_n=j\quad\text{for every terrace}.\tag{6}$$

Let one bunch of $N$ steps and its wide terrace repeat periodically. Sum (6) over the $N$ terraces of a period. Each $u_n$ occurs once with weight $-2$ and twice with weight $+1$, so the repulsion terms cancel. The widths add to $Nl_{av}$, which leaves $fNl_{av}=Nj$, or

$$j=f\,l_{av}.\tag{7}$$

The flux through the bunched surface equals that of the uniform train with the same mean spacing, whatever $N$ is.

The wide terrace, of width $L$, seems to contradict this, because its drift term is $fL\gg fl_{av}$. But the steps at its two edges are pushed out by the bunches behind them, and the resulting chemical potential difference opposes the drift. Neglecting $L^{-3}$ and using the symmetry of the bunch, (6) on the wide terrace reads

$$fL-2Bu_1=j,\tag{8}$$

where $u_1$ belongs to the first terrace inside the bunch. Almost all the drift on the wide terrace is cancelled in this way.

## 5. The bunch profile and the scaling law

Let $n=1,\dots,N-1$ be the terraces inside the bunch, with the wide terrace at $n=0$ and, equivalently, at $n=N$. Make two approximations: $fl_n\ll j$ inside, which by (7) means $l_n\ll l_{av}$, and $L^{-3}\approx0$. Then

$$B\,\Delta^2u_n=-j,\qquad u_0=u_N=0 .$$

The second difference of $n(N-n)$ is $-2$, so

$$u_n=\frac{j}{2B}\,n(N-n).\tag{9}$$

The discrete and continuum equations share this parabola. For even $N$ its maximum, at $n=N/2$, is $jN^2/8B$. With $l=u^{-1/3}$ and (7),

$$\boxed{\,l_{\min}=\left(\frac{8B}{f\,l_{av}N^2}\right)^{1/3}=\left(\frac{16A\Omega}{F\,l_{av}N^2}\right)^{1/3}\propto N^{-2/3}\,}\tag{10}$$

The explicit $kT$ cancels. Temperature acts through $A$ and $F$, and through the kinetics that selects this regime.

**The same result from (4).** With $J$ constant, the flux law is $(3B/2)(m^2)''=f-jm$. Multiply by $(m^2)'=2mm'$ and integrate. Since $\int m\,d(m^2)=2m^3/3$,

$$\frac{3B}{4}\left[(m^2)'\right]^2=\frac{2j}{3}(M^3-m^3)-f(M^2-m^2),\tag{11}$$

where $M=1/l_{\min}$ is the maximum density, at which $m'=0$. Drop the $f$ term, so that $|(m^2)'|=\sqrt{(8j/9B)(M^3-m^3)}$. Count steps on both sides of the centre, using $dx=2m\,dm/|(m^2)'|$:

$$N=2\int m\,dx=12\sqrt{\frac{B}{8j}}\int_0^M\frac{m^2\,dm}{\sqrt{M^3-m^3}}=8\sqrt{\frac{B}{8j}}\,M^{3/2}.$$

The last integral is $\tfrac23M^{3/2}$. Squaring gives $N^2=8BM^3/j$, which is (10).

**What is held fixed.** The exponent $-2/3$ compares bunches at equal $l_{av}$, that is, at equal miscut. If the distance $P=Nl_{av}$ between bunches were held fixed instead, then $j=fP/N$ and $l_{\min}=(8B/fPN)^{1/3}\propto N^{-1/3}$, as long as $l_{\min}\ll P/N$. Here $l_{av}$ falls as $1/N$, so $l_{\min}/l_{av}$ grows as $N^{2/3}$ and the approximation becomes worse for larger bunches.

**Another repulsion.** For an energy $A/l^p$ with $p>0$, equation (3) holds with $u=l^{-(p+1)}$ and $B=pA\Omega/kT$. The parabola is unchanged, so $l_{\min}\propto N^{-2/(p+1)}$ at fixed $l_{av}$. The inverse-square law is $p=2$.

## 6. First correction, bunch edge and bunch width

Restore the small term $fl$ in the continuum equation. The correction to the parabola obeys $B\,\delta u''=f\,l^{(0)}$, with $\delta u=0$ at both ends and $\delta u'=0$ at the centre. Multiply by $n$ and integrate from 0 to $N/2$. Integration by parts leaves $-\delta u(N/2)$ on the left:

$$\delta u(N/2)=-\frac fB\int_0^{N/2}n\,l^{(0)}(n)\,dn .$$

Let $w$ be the leading width (10) and put $n=\frac N2(1-y)$. Then $l^{(0)}=w(1-y^2)^{-1/3}$, and the integral is $\frac{N^2}{4}wI$ with

$$I=\int_0^1\frac{1-y}{(1-y^2)^{1/3}}\,dy=\tfrac12\mathrm{B}\!\left(\tfrac12,\tfrac23\right)-\tfrac34 ,$$

where $\mathrm B(\cdot,\cdot)$ is the beta function. Dividing by $u(N/2)=jN^2/8B$ gives $\delta u/u=-2Iw/l_{av}$. Since $l=u^{-1/3}$,

$$l_{\min}=w\left(1+c\,\frac{w}{l_{av}}\right),\qquad c=\tfrac23I=\tfrac13\mathrm B\!\left(\tfrac12,\tfrac23\right)-\tfrac12=0.3624 .\tag{12}$$

The correction shrinks as $N$ grows, so the local exponent is slightly steeper than $-2/3$ and approaches it from below.

At the edge, (9) with $n=1$ gives

$$l_1=\left[\frac{2B}{fl_{av}(N-1)}\right]^{1/3}\sim N^{-1/3}.$$

The edge terraces close up more slowly than the centre. Integrating $l^{(0)}$ over $n$ gives the bunch width $W\to\frac12\mathrm B(\frac12,\frac23)\,Nl_{\min}=1.294\,Nl_{\min}$, which grows as $N^{1/3}$.

Nothing in (9) requires all bunches to be equal. In a stationary array every terrace has the same $j=fl_{av}$, with $l_{av}$ the mean over the whole array, so each bunch obeys (10) with its own $N$. This concerns stationarity only; such an array is unstable. Shifting neighbouring bunches rigidly against each other costs almost no repulsion energy, so the drift term amplifies the shift. For two equal bunches of $N$ steps in one period, (2) gives a growth rate close to $6\Omega Kc_0f/N^2$. With the inputs of Sections 8 and 9 and $N=20$ this is about $1.4\times10^{-3}$ s$^{-1}$, some fifty times slower than the internal relaxation of the bunches. On an extended surface bunches therefore coarsen, and (10) describes the profile at the current $N$ without selecting $N$.

## 7. When the wide terrace exceeds the attachment length

The condition $l\ll2d$ is easily broken by the wide terrace, since $L$ grows with $N$. Return to (1), and again define $j=2J/(Kc_0)$. Multiplying out the denominator gives

$$fl_n-B\,\Delta^2u_n=j\left(1+\frac{l_n}{2d}\right)
\;\Longrightarrow\;
\left(f-\frac{j}{2d}\right)l_n-B\,\Delta^2u_n=j .$$

This is (6) with a reduced force $f'=f-j/2d$. Summing over a period gives $j=f'l_{av}$, and eliminating $j$,

$$f'=\frac{f}{1+l_{av}/2d}.\tag{13}$$

The stationary problem is the same as before, so $l_{\min}$ acquires the factor $(1+l_{av}/2d)^{1/3}$ at leading order and the exponent is unchanged. The relevant ratio is $l_{av}/2d$, not $L/2d$.

As $d\to0$, $f'\to0$: the drift flux no longer depends on terrace width, and this mechanism of bunching disappears. Formula (10) fails before that, when the predicted $l_{\min}$ is no longer small compared with $l_{av}$.

Weak drift is still required on the wide terrace: $fL\ll1$. The chemical potentials are then small as well: they are largest at the edge steps, where (8), with $f'$ in place of $f$, gives $|\mu|/kT\approx Bu_1\approx f'L/2<fL/2$.

## 8. Worked example

Take rough values for Si(111) near 900 °C heated by direct current: $T=1173$ K, field 5 V/cm, effective adatom charge 0.05, $A=0.05$ eV nm and $l_{av}=100$ nm. The force is $F=2.5\times10^{-8}$ eV/nm. With $kT=0.1011$ eV and $\Omega=0.0639$ nm²,

$$f=2.473\times10^{-7}\ \text{nm}^{-1},\qquad B=0.0632\ \text{nm}^3,\qquad j=fl_{av}=2.473\times10^{-5}.$$

For $N=40$,

$$w=\left(\frac{8\times0.0632}{2.473\times10^{-5}\times1600}\right)^{1/3}\text{nm}=(12.8)^{1/3}\ \text{nm}=2.34\ \text{nm}.$$

The correction (12) multiplies this by $1+0.3624\times0.0234=1.0085$, giving 2.357 nm. Numerical solution of (6), without the parabola approximation, gives 2.358 nm. For other sizes:

| $N$ | $l_{\min}$ from (10), nm | solved, nm |
|---|---|---|
| 10 | 5.890 | 6.023 |
| 20 | 3.711 | 3.762 |
| 40 | 2.338 | 2.358 |
| 80 | 1.473 | 1.481 |
| 160 | 0.928 | 0.931 |

The local exponent of the solved widths moves from $-0.679$ (between $N=10$ and 20) to $-0.670$ (between 80 and 160), as (12) implies. Inserting the solved $l_{\min}$ for $N=40$ into (11), with the $f$ term kept, and counting steps by quadrature returns 40.00.

The wide terrace for $N=40$ is 3888 nm and the edge terrace 5.128 nm. Equation (8) connects them: $L=l_{av}+2B/(fl_1^3)\approx100+3789$ nm, which agrees to the rounding of the inputs. At $N=160$ the ratio $W/(Nl_{\min})$ is 1.252, still below its limit 1.294. The continuum integral includes a stretch of order $l_1$ at each end that the sum over terraces lacks. With $l_1=3.19$ nm, $2l_1/(Nl_{\min})=0.043$, the size of the shortfall.

Two unequal bunches, of 12 and 28 steps in one period, have stationary minimum widths 5.32 and 3.00 nm. Their ratio, 0.564, is close to the leading prediction $(12/28)^{2/3}=0.568$.

Stationarity alone does not show that a bunch forms. Equation (2) was therefore integrated in time for 12 steps on a ring, starting from random width variations of about 10% of $l_{av}$. The train became a single bunch with $l_{\min}=5.320$ nm, equal to the stationary value. With the force reversed, the same start relaxed to uniform spacing.

## 9. The model beside the real surface

Direct-current heating does bunch steps on Si(111), and near 900 °C the bunching direction is step-down, as assumed here. At higher temperatures the direction changes, which a fixed positive charge with these kinetics does not reproduce. The effective charge and the attachment length are the least certain inputs. Since $l_{\min}\propto F^{-1/3}$, a tenfold smaller charge would widen the minimum terrace by a factor of about 2.2. For $N=40$ the neglected effects have these sizes:

- **Repulsion beyond nearest neighbours.** Elastic repulsion acts between all steps. Take $A$ here as the bare elastic pair amplitude; a value fitted to the total repulsion of a step train already contains the factor below. In a locally uniform train, pairs $k$ spacings apart add $A/(kl)^2$, so $A$ is replaced by $A\sum k^{-2}=A\pi^2/6$. This would raise $l_{\min}$ by $(\pi^2/6)^{1/3}=1.18$ in a very large bunch. Solving with all pairs gives a factor 1.171, or 2.76 nm, and 1.176 at $N=80$. The exponent between these sizes is $-0.665$. This exceeds the attachment-length effect below for $d=1000$ nm, but not for $d=50$ nm.
- **Finite attachment length.** For $d=1000$ nm, a rough and debatable value, (13) predicts a factor $1.05^{1/3}=1.016$. Solution with the full terrace flux of Section 2 agrees, although $L$ is almost twice $2d$. For $d=50$ nm the prediction is 1.260 and the solution 1.263; the difference comes from (12), whose correction grows with $w$.
- **Drift strength.** $FNl_{av}/kT=1.0\times10^{-3}$, so the linearization is safe.
- **Sublimation.** A step's mobility, its velocity per unit of (force per length)$/kT$ when it exchanges atoms with both terraces, is $2\Omega^2Kc_0$. A rough $5\times10^4$ nm³/s gives a drift flux $\Omega J=4.8$ nm/s. A rough vapour pressure of $4\times10^{-10}$ Torr removes $4.9\times10^{-5}$ layers per second, or 0.20 nm/s over a 4000 nm period. The loss is 4% of the drift flux in the attachment limit, and 8% for $d=50$ nm, where the flux is halved. This compares fluxes and is not an error in $l_{\min}$. It grows in proportion to $N$.

The same mobility gives a time scale. Here $B/(fl_{av}^4)=2.6\times10^{-3}$, so (5) increases with $\kappa$ up to its largest value, $\kappa=4$. The fastest mode is the pairing of neighbouring steps, with growth time $1/\sigma\approx5$ s in the attachment limit. A finite attachment length slows it: for $d=50$ nm the time would be about 22 s.

Small $l_{\min}$ sets the other limit. At $N=40$ the minimum terrace spans about seven atomic rows of 0.333 nm, and the steepest slope is 7.6°. At $N=160$ it spans fewer than three rows, at 18.6°. Continuous step positions and a pure $1/l^2$ repulsion are then doubtful, and the last row of the table illustrates the scaling of the model rather than predicting a silicon surface. Thermal wandering of the steps, which the straight-step model leaves out, is not a small omission. Steps of stiffness $\tilde\beta$ that cannot cross repel entropically with coefficient $\pi^2(kT)^2/6\tilde\beta$. For a rough $\tilde\beta=0.3$ eV/nm this is about 0.056 eV nm, as large as the $A$ used above. In a locally uniform train, wandering and all-pair elastic repulsion combine to $A_{\rm eff}=\frac{\pi^2(kT)^2}{24\tilde\beta}\left[1+\sqrt{1+4A\tilde\beta/(kT)^2}\right]^2\approx0.18$ eV nm. This would raise $l_{\min}$ by about 1.5, a factor that includes the 1.18 and exceeds every other one listed. The repulsion is still inverse-square, so the exponent is unchanged, but the widths in nanometres are uncertain to this extent and $A_{\rm eff}$ depends on temperature.

The full numerical output follows.

## Calculated quantities

```
temperature 1173 K, kT 0.10108 eV
field 5.0 V/cm, effective charge 0.05
force F 2.500e-08 eV/nm, f = F/kT 2.4733e-07 1/nm
repulsion A 0.050 eV nm, area per atom 0.06386 nm^2
B = 2 A Omega/kT 0.06318 nm^3
mean spacing 100 nm, attachment length 1000 nm
dimensionless repulsion b 2.5544e-03
correction coefficient c 0.36237
N 10: l_min solved 6.0234 nm, leading law 5.8902 nm, corrected 6.0159 nm
N 20: l_min solved 3.7624 nm, leading law 3.7106 nm, corrected 3.7605 nm
N 40: l_min solved 2.3578 nm, leading law 2.3375 nm, corrected 2.3573 nm
N 80: l_min solved 1.4805 nm, leading law 1.4725 nm, corrected 1.4804 nm
N 160: l_min solved 0.9308 nm, leading law 0.9276 nm, corrected 0.9308 nm
N 10: edge terrace 8.479 nm, bunch width 62.0 nm, wide terrace 938.0 nm
N 20: edge terrace 6.553 nm, bunch width 84.8 nm, wide terrace 1915.2 nm
N 40: edge terrace 5.128 nm, bunch width 112.1 nm, wide terrace 3887.9 nm
N 80: edge terrace 4.039 nm, bunch width 145.4 nm, wide terrace 7854.6 nm
N 160: edge terrace 3.192 nm, bunch width 186.5 nm, wide terrace 15813.5 nm
local exponent from N 10 to 20: -0.6789
local exponent from N 20 to 40: -0.6742
local exponent from N 40 to 80: -0.6713
local exponent from N 80 to 160: -0.6696
width/(N l_min), N 160: 1.2521, limit 1.2936
step number from first integral (true 40): 40.001
unequal bunches 12 and 28: l_min 5.320 and 2.998 nm
time evolution, N 12: l_min 5.3199 nm, stationary 5.3199 nm
reversed force: largest deviation from uniform 3.5e-11 of l_av
attachment length 1000 nm: l_min factor 1.0165, law 1.0164
attachment length 50 nm: l_min factor 1.2628, law 1.2599
all-pair repulsion, N 40: l_min 2.7600 nm, factor 1.1706
all-pair repulsion, N 80: l_min 1.7407 nm, factor 1.1757
all-pair limit factor 1.1805, exponent -0.6650
drift parameter F N l_av/kT, N 40: 9.89e-04
step mobility 5.0e+04 nm^3/s, drift flux 4.84 nm/s
pairing growth time 5.3 s
vapour pressure 4.0e-10 Torr, loss 4.94e-05 layers/s
sublimation loss per period / drift flux, N 40: 0.041
atomic row spacing 0.3326 nm, step height 0.3136 nm
steepest slope, N 40: 7.6 degrees
steepest slope, N 160: 18.6 degrees
```
